Pressure Window for Adsorption-Controlled Growth of ABO3 from AO Vapour

**The form of the answer**

A film of ABO3 grows from AO vapour and an involatile supply of BO2. Too much vapour leaves solid AO on the film; too little leaves BO2. We ask for the ratio W of the two limiting vapour pressures.

W is dimensionless. If the limits are set by equilibrium, the available quantities are the molar thermal energy RT and molar free energies. A change in the free energy of the vapour moves both limits by the same factor and leaves their ratio unchanged. What remains is the width w of the interval of AO chemical potential in which ABO3 is stable, so W = F(w/RT).

An ideal vapour has a scale symmetry: multiplying its pressure by a given factor raises its chemical potential by the same amount at every starting pressure. Put two intervals end to end. Their widths add and their pressure ratios multiply:

F(x + y) = F(x) F(y).

The continuous solutions that are not identically zero are F(x) = exp(cx). The ideal-gas law, in which the chemical potential varies as RT ln p, gives c = 1. It remains to find w. One AO is exchanged per formula unit, and w proves to be the free energy released when solid AO and BO2 combine.

**Assumptions and conventions**

All free energies are molar and refer to the substrate temperature T. The formation free energy is

ΔG = G(ABO3) − G(AO, solid) − G(BO2) < 0.

(A1) The growing surface is in local equilibrium. Its state is described by p, the pressure of monomeric AO vapour that would be in equilibrium with it.

(A2) The vapour is ideal. BO2 does not evaporate.

(A3) The solids are unstrained and have fixed compositions. Surface energies and the effect of the small pressure on the solids are neglected.

(A4) The oxygen pressure is fixed where AO and BO2 are the stable oxides of A and B.

(A5) No further compound of AO and BO2 intrudes, in the sense made precise in Lemma 2.

**Theorem.** Under A1–A5, ABO3 is the sole stable solid for p_min < p < p_max, and

p_max/p_min = W = exp(−ΔG/RT).

This is a ratio of equilibrium pressures at the surface. For a purely monomeric vapour, the corresponding ratio of supplied beam fluxes is smaller during growth, as the corollary shows.

**Lemma 1: the stability condition**

Measure the chemical potential μ of AO vapour from solid AO. With ΔG_s the free energy of sublimation at the standard pressure p0 = 1 bar,

μ = ΔG_s + RT ln(p/p0).

Let a solid (AO)_m(BO2)_n have formation free energy g from solid AO and BO2. Then ABO3 is the sole stable solid if, for every competitor,

g − nΔG > (m − n)μ.     (1)

*Proof.* The surface exchanges AO with the vapour, while its amount N of BO2 is fixed. Equilibrium therefore minimises the free energy of the solids minus μ times their AO content. One formula unit of the competitor contributes g − mμ, and one of ABO3 contributes ΔG − μ. Condition (1) is a rearrangement of

g − mμ > n(ΔG − μ).

Take any assembly with amounts c_i of solids i, where Σ c_i n_i = N. Multiplying each inequality by c_i and adding gives

Σ c_i(g_i − m_iμ) > N(ΔG − μ)

whenever a solid other than ABO3 is present. The right side is the value for pure ABO3, which is therefore the unique minimum. ∎

**Proof of the theorem**

Solid AO has m = 1, n = 0 and g = 0. Condition (1) becomes 0 > μ. At the limit μ = 0, the definition of μ gives

ln(p_max/p0) = −ΔG_s/RT,

p_max = p0 exp(−ΔG_s/RT).

Solid BO2 has m = 0, n = 1 and g = 0. Condition (1) becomes −ΔG > −μ, or μ > ΔG. At the limit μ = ΔG,

ln(p_min/p0) = (ΔG − ΔG_s)/RT,

p_min = p0 exp[(ΔG − ΔG_s)/RT].

By A5 there is no other condition, so the interval is ΔG < μ < 0 and its width is w = −ΔG. Dividing the two pressures cancels p0 and ΔG_s:

p_max/p_min = exp[−ΔG_s/RT − (ΔG − ΔG_s)/RT] = exp(−ΔG/RT). ∎

The upper limit is the condensation of AO on itself. The lower limit is the decomposition of ABO3 into BO2 and vapour. AO is held more strongly in ABO3 than in its own solid, by the free energy −ΔG, and this difference opens the window. As ΔG → 0 from below, W → 1 and the window closes.

*Remark: another stoichiometry.* Suppose the wanted compound is (AO)_ν BO2, with formation free energy g_ν < 0 and no intermediate compound. Its energy per BO2 is g_ν − νμ, against zero for BO2, so it is stable for μ > g_ν/ν. AO condenses at μ = 0 as before. The pressure ratio is exp(−g_ν/νRT): the free energy is shared among the AO units released.

**Worked example: the pressures**

The parameters are round illustrative values, suggested by the growth of lead titanate from PbO vapour. They are not evaluated thermochemical data for that material, whose monomer pressures at this temperature may differ from those below by more than a factor of ten. At T = 850 K, RT = 7.067 kJ/mol. Sublimation of AO has enthalpy 260 kJ/mol and entropy 165 J/(mol K); formation of ABO3 has −30 kJ/mol and 5 J/(mol K). Hence

ΔG_s = 260 − 850 × 0.165 = 119.8 kJ/mol,

ΔG = −30 − 850 × 0.005 = −34.25 kJ/mol,

the latter being −0.355 eV per formula unit. The limits are

p_max = (1 bar) exp(−119.8/7.067) = 3.3 × 10⁻⁵ Torr,

p_min = (1 bar) exp[−(119.8 + 34.25)/7.067] = 2.6 × 10⁻⁷ Torr,

W = exp(34.25/7.067) = 127.

An error of 5 kJ/mol in ΔG changes W by a factor exp(5/7.067) = 2.0. With such an error W could lie anywhere between about 63 and 258. The digits of 127 therefore belong to the chosen parameters; for a material, only the rough size of W would be known.

**Lemma 2: when another compound narrows the window**

For a competitor with m ≠ n, condition (1) gives

μ > (nΔG − g)/(n − m)     if m < n,

μ < (g − nΔG)/(m − n)     if m > n.

It narrows the window of the theorem if and only if g < min(m, n) ΔG.

*Proof.* For m < n, divide (1) by m − n, which is negative and reverses the inequality. The new lower limit exceeds ΔG when

nΔG − g > (n − m)ΔG,

which is g < mΔG. For m > n, division by the positive number m − n keeps the inequality. The new upper limit lies below zero when g < nΔG. ∎

For m = n, condition (1) reads g > nΔG at every μ: ABO3 must be the most stable solid of its own composition, and A5 is taken to include this.

For m ≠ n, the criterion says that the competitor is more stable than the mixture of ABO3 and leftover AO or BO2 of the same composition. Since further compounds can only add conditions, W is an upper bound on the pressure ratio when A5 is dropped. If the limits cross, ABO3 has no window.

As an illustration, give AB3O7 (m = 1, n = 3) the energy −39 kJ/mol and A2BO4 (m = 2, n = 1) the energy −37 kJ/mol. Both lie below ΔG = −34.25 kJ/mol and so intrude. The limits become

μ_low = [3(−34.25) + 39]/2 = −31.88 kJ/mol,

μ_high = −37 + 34.25 = −2.75 kJ/mol.

The pressure ratio falls to exp[(31.88 − 2.75)/7.067] = 62, about half of W, although each compound lies less than 5 kJ/mol below its threshold.

**Lemma 3: pressure and flux**

Vapour of molar mass M at pressure p and temperature T strikes a surface with the flux

J_eq(p) = p N_A/√(2πMRT),

where N_A is Avogadro's number.

*Proof.* The number density is pN_A/RT. The velocity component v towards the surface has the Maxwell distribution √(M/2πRT) exp(−Mv²/2RT). Molecules with v > 0 arrive, and

∫₀^∞ v exp(−Mv²/2RT) dv = RT/M.

The mean of v over arriving molecules, normalised to all molecules, is therefore

√(M/2πRT) × RT/M = √(RT/2πM).

Multiplication by the number density gives the result. ∎

**Corollary: the beam window**

Let J be the AO flux supplied, r the arrival rate of BO2 units per area, and α the probability that an arriving AO molecule is captured. Take α to be the same for the beam as for vapour at the substrate temperature, and constant throughout the window. Write J_max = J_eq(p_max) and J_min = J_eq(p_min). Steady growth of ABO3 alone requires

J_min + r/α < J < J_max + r/α.

*Proof.* If the surface were in equilibrium with vapour at p, capture at the rate αJ_eq(p) would balance evaporation. Evaporation depends on the state of the surface, so it has this rate under a beam too. Growth of ABO3 takes up one AO per BO2:

αJ − αJ_eq(p) = r,

J = J_eq(p) + r/α.

J_eq is proportional to p, so the limits on p give those on J. ∎

Above the window, solid AO pins p at p_max and accumulates at the rate α(J − J_max) − r. Below it, coexisting ABO3 and BO2 pin p at p_min. The AO taken up, α(J − J_min), is less than r, and BO2 accumulates at the rate r − α(J − J_min). If J < J_min the uptake is negative, and ABO3 already grown decomposes.

With c = r/α and J_max = W J_min, the beam ratio is

W_b = (W J_min + c)/(J_min + c).

Its difference from W is

W − W_b = [W J_min + Wc − W J_min − c]/(J_min + c) = c(W − 1)/(J_min + c) > 0.

Three regimes follow:

- For c ≪ J_min, most of the captured AO re-evaporates even at the lower limit, and W_b → W.
- For J_min ≪ c ≪ J_max, W_b ≈ αJ_max/r. The lower limit is set by the AO that growth consumes, and a more negative ΔG hardly raises the beam ratio.
- For c ≫ J_max, W_b → 1. Re-evaporation is too slow to correct the supply, which must be matched to the BO2 flux.

In the example M = 223 g/mol, which gives J_max = 2.65 × 10¹⁵ and J_min = 2.08 × 10¹³ cm⁻² s⁻¹. Take r = 1.0 × 10¹³ cm⁻² s⁻¹. With a cubic cell of edge 0.4 nm this is a growth rate of 0.38 nm/min. For α = 1,

W_b = (2.649 × 10¹⁵ + 1.0 × 10¹³)/(2.082 × 10¹³ + 1.0 × 10¹³) = 86.

For α = 0.5 at the same r, c doubles and W_b = 65. Since r and α enter through r/α alone, doubling the growth rate at α = 1 also gives 65.

**Proposition: the effect of temperature**

With ΔH and ΔS the enthalpy and entropy of formation,

d ln W/dT = ΔH/RT².

*Proof.* Differentiate ln W = −ΔG/RT at fixed solid pressure, using dΔG/dT = −ΔS:

d ln W/dT = ΔS/RT + ΔG/RT².

Insert ΔG = ΔH − TΔS. The entropy terms cancel. ∎

For ΔH < 0 the pressure ratio W falls on heating. Here the slope is −0.0050 K⁻¹ at 850 K, so W falls by about 5% for a rise of 10 K. The beam ratio W_b need not follow it. With r = 1.0 × 10¹³ cm⁻² s⁻¹ and α = 1, W_b rises from 86 at 850 K to 93 at 860 K, because J_min grows relative to the AO consumed by growth.

At a fixed beam flux the same limits define a temperature window. By the expressions for p_max and J_eq,

d ln J_max/dT = ΔH_s/RT² − 1/(2T),

where ΔH_s is the sublimation enthalpy. This is positive for ΔH_s > RT/2. For J_min, ΔH_s is replaced by ΔH_s − ΔH, which is larger here. Both limits rise with temperature: cooling leads to AO condensation; heating first leaves unreacted BO2 and then, once J < J_min, decomposes ABO3.

Take J = 2.0 × 10¹⁴ cm⁻² s⁻¹, keep r as before, and set α = 1. The fraction of AO incorporated is r/J = 5%; the rest re-evaporates. Solving

J_max(T) + r = J and J_min(T) + r = J

by numerical root finding, with constant enthalpies and entropies, gives 792 K for AO condensation and 899 K for the onset of BO2 accumulation. The window is about 107 K wide.

**Remarks on the assumptions**

*Other vapour species.* Let the vapour also contain tetramers A4O4. Equilibrium requires their chemical potential to equal 4μ, so their pressure varies as p⁴. Let q be their pressure relative to the monomer at p_max; at p_min this relative pressure is q/W³. A tetramer carries four AO units, but its fourfold mass halves its flux per unit pressure, so its AO flux relative to the monomer is 2q at the upper limit. Without growth, the ratio of total AO fluxes is

W(1 + 2q)/(1 + 2q/W³).

For an assumed q = 0.3 it is 204 instead of 127. The theorem still holds for the monomer pressure.

Dissociation behaves differently. For AO(gas) = A(gas) + ½O2, the pressure of A is proportional to p at fixed oxygen pressure, so it multiplies both limiting fluxes by the same factor. With a reaction free energy of 120 kJ/mol and 10⁻⁶ Torr of O2, the pressure ratio of A to AO is

exp(−120/7.067) √(p0/p_O2) = 0.0012.

The value 120 kJ/mol is illustrative. Tabulated data for PbO give roughly 92 kJ/mol at 850 K, and hence a ratio near 0.06.

*Oxygen.* At p_max, let reduction of solid AO to condensed A and ½O2 cost 135 kJ/mol, and let oxidation of three AO by ½O2 to A3O4 release 5 kJ/mol. AO is then the stable condensate for oxygen pressures between p0 exp(−2 × 135/7.067) = 1.9 × 10⁻¹⁴ Torr and p0 exp(−2 × 5/7.067) = 180 Torr. The assumed 10⁻⁶ Torr of molecular O2 lies well inside. Ozone or atomic oxygen can impose a much higher oxygen potential, and A4 must then be examined afresh. If a higher oxide of A is stable, it condenses before AO and lowers the upper limit.

*Strain.* A coherent film with elastic energy e per mole has ΔG + e in place of ΔG. If AO and BO2 are unstrained, the lower limit becomes μ = ΔG + e, while AO still condenses at μ = 0. Thus W is multiplied by exp(−e/RT).

For a cubic film with a cube axis along its normal, equal in-plane strains ε and normal strain z, the energy density is

u = ½C11(2ε² + z²) + C12(ε² + 2εz).

The free surface relaxes z until C11 z + 2C12 ε = 0. Substituting z = −2C12 ε/C11 gives

u = (C11 + C12 − 2C12²/C11) ε².

With C11 = 250 GPa, C12 = 90 GPa and ε = 1%, multiplication by the molar volume N_A(0.4 nm)³ gives e = 1.06 kJ/mol. The pressure ratio falls from 127 to about 110.

*Composition inside the window.* Removing AO from ABO3 leaves an A vacancy and an O vacancy. Let the two carry opposite charges of equal size and be the only charged defects present in appreciable number. Charge neutrality then keeps their numbers equal. Let g_v be the free energy of making one mole of such pairs at μ = 0, without the entropy of arrangement. Let δ be the vacant fraction of A sites; with three O sites per cell, the vacant fraction of those is δ/3. For few vacancies, placed independently of one another, the free energy per mole of cells is

δ(g_v + μ) + RT[δ ln δ − δ + δ ln(δ/3) − δ].

Setting its derivative with respect to δ to zero gives

g_v + μ + RT ln(δ²/3) = 0,

δ = √3 exp[−(g_v + μ)/2RT].

For g_v = 200 kJ/mol, δ rises from 1.2 × 10⁻⁶ at p_max to 1.4 × 10⁻⁵ at p_min, a factor √W. In this model the pressure changes by two orders of magnitude while the composition changes by about one part in 10⁵. This is the self-regulation of composition, and it is lost if vacancies are cheap. The law depends on the charges. Neutral A and O vacancies need not be equal in number, because oxygen vacancies can also be filled from the O2 gas. At fixed oxygen pressure the fraction of neutral A vacancies varies as 1/p, and so changes by the factor W across the window.

*The first AO layer.* The upper limit concerns bulk AO. If covering the film with one AO layer changes the surface energy by 0.1 J/m², the cost over one cell face of 0.16 nm² changes the pressure at which that layer forms by a factor 3.9. A positive change delays the layer beyond p_max. A negative one lets it form below p_max: inside the window if the gain per cell face is smaller than −ΔG (a change between 0 and −0.355 J/m² here), and already below p_min, so that it covers the film across the whole window, if the gain is larger. Bulk condensation remains at p_max in equilibrium.

**The real case**

For lead titanate, AO stands for PbO and BO2 for TiO2. The example shows how the limits are calculated; its pressures, fluxes and temperature limits are not predictions for PbO. The growth rate follows from the round value chosen for r. If both limiting pressures were lower by the same factor, with r/α unchanged, W would stay the same but the beam ratio W_b would be smaller. This is the direction for PbO: tabulated data give ΔG_s of roughly 148 kJ/mol at 850 K, so the monomer pressures are about 50 times lower. With the same ΔG and r and α = 1, r/α is then some 24 times J_min and the monomer beam ratio is only about 6; polymeric vapour species would raise the total-flux ratio again. A faster rate lowers the ratio of the beam limits, as the value 65 for doubled r shows; their difference, J_max − J_min, stays the same.

During growth the limiting beam fluxes do not have the same ratio as the limiting surface pressures: here consumption makes the beam ratio 86, against a pressure ratio of 127. Coherent strain of 1% lowers the pressure ratio by 14%, and intermediate compounds of the assumed stability would halve it. Tetramers at the assumed q = 0.3 would widen the total-flux window by a factor of about 1.6 without growth. Slow surface reactions or delayed nucleation break A1 itself, and their effect cannot be found from the bulk free energies used here. To use W in setting a beam, one therefore needs ΔG to within a few kJ/mol, the competing compounds, and r/α compared with J_min. The absolute fluxes also require the substrate temperature and the sublimation free energy ΔG_s: at fixed ΔG, an error of 5 kJ/mol in ΔG_s moves both J_min and J_max by a factor of two. If the error lies in the free energy of solid AO, it enters ΔG as well, and only J_max and W move.
